# The discretised electric enthalpy and the critical field of its minimum, part 1

(Sections cited here and not found follow in the second part.)

## First half: the functional and its variations

**Setting.** A one-dimensional crystal has period $a$. Electrons of one spin, with charge $-e$ and $e>0$, fill $M$ bands, which a gap separates at every $k$ from the bands above. The one-electron Hamiltonian is fixed: it does not respond to the density, and the ions do not move. A uniform field $\mathcal E>0$ points along $+x$, so the force on an electron is $-e\mathcal E$ and its potential energy is $+e\mathcal E x$.

In the infinite crystal this energy has no lower bound, because an electron promoted across the gap can be carried as far towards $-x$ as one likes, and at a sufficient distance the field repays the promotion. There is then no ground state to compute. What can be sought is a minimum within a restricted family of states, those that keep the periodicity of the crystal.

Take $N$ equally spaced points

$$k_j=j\,\Delta k,\qquad \Delta k=\frac{2\pi}{Na},\qquad j=0,\dots,N-1 .$$

Bloch functions at these points are periodic over the length $L=Na$, so the electrons live on a ring of $N$ cells. The trial states are Slater determinants $\Psi$ of the $NM$ orbitals

$$\psi_{nj}(x)=\frac{1}{\sqrt N}\,e^{ik_jx}u_{nj}(x),\qquad u_{nj}(x+a)=u_{nj}(x),$$

with the $u_{nj}$ orthonormal over one cell for each $j$. The field-free band energies do not determine the $u_{nj}$; they are the unknowns.

### (a) Construct an energy for these states in the presence of the field.

**Solution.** The band energy is no difficulty. Let $U_j$ be the matrix whose columns are the filled states $u_{1j},\dots,u_{Mj}$, and let $H_j$ be the Hamiltonian that acts on cell-periodic functions at $k_j$. The band energy per cell is $\frac1N\sum_j\mathrm{Tr}\,(U_j^\dagger H_jU_j)$.

The position needs more care. The total coordinate $X=\sum_i x_i$ has no meaning on a ring, because moving one electron once round changes $X$ by $L$ but leaves the configuration as it was. The factor $e^{-i\Delta k X}$ is unchanged by that move, since $\Delta k\,L=2\pi$. We therefore compute

$$z=\langle\Psi|e^{-i\Delta kX}|\Psi\rangle .$$

The operator is a product of one-electron factors. It turns the determinant of the orbitals $\psi_b$ into the determinant of the orbitals $e^{-i\Delta kx}\psi_b$, and the overlap of two Slater determinants is the determinant of the overlaps of their orbitals. Hence $z$ is the determinant of the matrix with elements

$$\langle\psi_{mj}|e^{-i\Delta kx}|\psi_{nj'}\rangle=\frac1N\int_0^{L}u_{mj}^*u_{nj'}\,e^{i(k_{j'}-k_j-\Delta k)x}\,dx .$$

Split the integral into cells. Cell $R$ contributes the same integral times $e^{i(k_{j'}-k_j-\Delta k)Ra}$, and the sum over $R$ vanishes unless $j'=j+1$ modulo $N$, when it equals $N$. The surviving elements form the $M\times M$ matrix

$$(S_j)_{mn}=\langle u_{mj}|u_{n,j+1}\rangle,\qquad\text{or}\qquad S_j=U_j^\dagger U_{j+1}.$$

For the last link, $j=N-1$ and $j'=0$, the exponent is $-2\pi i x/a$. This is accounted for by the closing rule $u_{nN}(x)=e^{-2\pi ix/a}u_{n0}(x)$.

The large matrix thus has the block $S_j$ in block row $j$ and block column $j+1$, and zeros elsewhere. Moving the $M$ columns of block column $0$ past the other $M(N-1)$ columns makes it block diagonal. That takes $M^2(N-1)$ exchanges, and $M^2$ has the parity of $M$, so

$$z=(-1)^{M(N-1)}\prod_{j=0}^{N-1}\det S_j .$$

If $X$ had the sharp value $X_0$, we should have $z=e^{-i\Delta kX_0}$, that is $X_0=-(L/2\pi)\,\mathrm{Im}\ln z$. We take this relation as the definition of the position. Dividing by $N$ gives the summed position of the $M$ electrons of one cell,

$$\bar x=-\frac{a}{2\pi}\,\mathrm{Im}\ln\prod_j\det S_j ,$$

where the constant from the sign of $z$ has been put into the choice of origin. The continuum limit supports the definition. For states smooth in $k$, $S_j=1-i\Delta k\,\mathcal A+O(\Delta k^2)$ with $\mathcal A_{mn}=\langle u_m|i\partial_ku_n\rangle$, so that $\bar x\to\frac{a}{2\pi}\int\mathrm{Tr}\,\mathcal A\,dk$. This is the Berry-phase expression for the sum of the Wannier centres.

The dipole per unit length is $P=-e\bar x/a$, and the field energy per cell is $-a\mathcal EP=e\mathcal E\bar x$. The electric enthalpy per cell is therefore

$$F=\frac1N\sum_j\mathrm{Tr}\,(U_j^\dagger H_jU_j)-\frac{e\mathcal Ea}{2\pi}\,\mathrm{Im}\ln\prod_j\det S_j .$$

This is the functional for a single string of $k$-points and a fixed Hamiltonian. With

$$\kappa=\frac{e\mathcal EL}{2\pi}=\frac{e\mathcal E}{\Delta k},$$

which is an energy, it reads

$$NF=\sum_j\mathrm{Tr}\,(U_j^\dagger H_jU_j)-\kappa\,\mathrm{Im}\ln\prod_j\det S_j .$$

### (b) On what does $F$ depend, and is it single-valued?

**Solution.** Replace $U_j$ by $U_j\Omega_j$, with $\Omega_j$ unitary and $\Omega_N=\Omega_0$. The trace is unchanged, and $\det S_j$ acquires the factor $(\det\Omega_j)^*\det\Omega_{j+1}$. Round the closed string these factors multiply to one. So $F$ depends on the filled subspace at each $k_j$ and not on the orbitals chosen to span it.

The logarithm leaves its imaginary part undetermined by multiples of $2\pi$, so $F$ has branches separated by $e\mathcal Ea$. That is the energy of moving one electron per cell by one period. We follow $F$ continuously as the states change. States with some $\det S_j=0$ have no defined phase and are excluded.

### (c) Find the condition for a stationary state, its continuum limit, and the displacement to first order in the field.

**Solution.** Let the columns of $V_j$ be an orthonormal basis of the empty states at $k_j$. Changes within the filled subspace do not matter, by (b), so the general first-order variation is $\delta U_j=V_jC_j$ with an arbitrary complex matrix $C_j$. From $\delta\ln\det S=\mathrm{Tr}\,S^{-1}\delta S$,

$$\delta\ln\det S_j=\mathrm{Tr}\,S_j^{-1}\left(C_j^\dagger V_j^\dagger U_{j+1}+U_j^\dagger V_{j+1}C_{j+1}\right).$$

For a given $j$, the link $S_j$ supplies a term in $C_j^\dagger$ and the link $S_{j-1}$ a term in $C_j$:

$$\mathrm{Tr}\,C_j^\dagger p_j+\mathrm{Tr}\,q_j^\dagger C_j,\qquad p_j=V_j^\dagger U_{j+1}S_j^{-1},\quad q_j=V_j^\dagger U_{j-1}(S_{j-1}^\dagger)^{-1}.$$

The imaginary part of a number $w$ is $(w-w^*)/2i$. Applied to this sum it gives $\frac{1}{2i}\mathrm{Tr}\,C_j^\dagger(p_j-q_j)$ plus the complex conjugate. The band energy changes by $\mathrm{Tr}\,C_j^\dagger V_j^\dagger H_jU_j$ plus its conjugate. Together,

$$\delta(NF)=2\,\mathrm{Re}\sum_j\mathrm{Tr}\,C_j^\dagger g_j,$$

$$g_j=V_j^\dagger\left[H_jU_j-\frac{\kappa}{2i}\left(U_{j+1}S_j^{-1}-U_{j-1}(S_{j-1}^\dagger)^{-1}\right)\right].$$

Since $C_j$ is arbitrary, a state is stationary when $g_j=0$ for every $j$.

For smooth states, $V_j^\dagger U_{j\pm1}=\pm\Delta k\,V_j^\dagger\partial_kU_j+O(\Delta k^2)$, and the inverse overlaps are $1+O(\Delta k)$. The bracketed difference becomes $2\Delta k\,V_j^\dagger\partial_kU_j$. With $\kappa\,\Delta k=e\mathcal E$ and $-1/i=i$, the condition tends to

$$V^\dagger\left(H+e\mathcal E\,i\partial_k\right)U=0 ,$$

in which $i\partial_k$ stands for the position, as it should.

For a weak field, start from the field-free eigenstates, $n$ filled and $c$ empty, with energies $\varepsilon_n$ and $\varepsilon_c$, and write $d_{cn}=\langle u_c|i\partial_ku_n\rangle$. To first order the condition reads

$$(\varepsilon_c-\varepsilon_n)\,C_{cn}+e\mathcal E\,d_{cn}=0 .$$

The field part of $\delta(NF)$ is $N e\mathcal E\,\delta\bar x=2\,\mathrm{Re}\sum_{j,c,n}C_{cn}^*\,e\mathcal E\,d_{cn}$. Inserting $C_{cn}$ gives

$$\delta\bar x=-\frac{2e\mathcal E}{N}\sum_j\sum_{c,n}\frac{|d_{cn}|^2}{\varepsilon_c-\varepsilon_n}.$$

The electrons move towards $-x$, which is downhill.

### (d) Find the change of $NF$ to second order.

**Solution.** From here on the cell-periodic functions are expanded in a finite number $n$ of localised orbitals with definite positions, so that $(U_j,V_j)$ is a complete basis at each $k_j$. The filled states must remain orthonormal to second order, which is achieved by

$$U_j'=U_j+V_jC_j-\tfrac12U_jC_j^\dagger C_j ,$$

because $U_j'^\dagger U_j'=1+C_j^\dagger C_j-C_j^\dagger C_j$ up to higher orders.

*Band energy.* With $h^v_j=V_j^\dagger H_jV_j$ and $h^o_j=U_j^\dagger H_jU_j$, the second-order part is

$$\mathrm{Tr}\,C_j^\dagger h^v_jC_j-\mathrm{Tr}\,C_j^\dagger C_jh^o_j .$$

*Phase.* Define the blocks

$$A_j=V_j^\dagger U_{j+1},\qquad B_j=U_j^\dagger V_{j+1},\qquad W_j=V_j^\dagger V_{j+1}.$$

The changes of $S_j$ of first and second order are

$$\delta_1=C_j^\dagger A_j+B_jC_{j+1},$$

$$\delta_2=C_j^\dagger W_jC_{j+1}-\tfrac12C_j^\dagger C_jS_j-\tfrac12S_jC_{j+1}^\dagger C_{j+1}.$$

The expansion of the logarithm has the second-order part $\mathrm{Tr}\,S_j^{-1}\delta_2-\frac12\mathrm{Tr}\,(S_j^{-1}\delta_1)^2$. The last two terms of $\delta_2$ give $-\frac12\mathrm{Tr}\,C_j^\dagger C_j$ and $-\frac12\mathrm{Tr}\,C_{j+1}^\dagger C_{j+1}$. These are real and drop out of the imaginary part. The square of $\delta_1$ has two pure terms and a cross term

$$-\mathrm{Tr}\,S_j^{-1}C_j^\dagger A_jS_j^{-1}B_jC_{j+1},$$

which joins the $W_j$ term to form

$$\mathrm{Tr}\,S_j^{-1}C_j^\dagger G_jC_{j+1},\qquad G_j=W_j-A_jS_j^{-1}B_j .$$

*A simpler form of $G_j$.* The matrix

$$Y_j=\begin{pmatrix}S_j&B_j\\A_j&W_j\end{pmatrix}$$

connects two complete orthonormal bases and is unitary, so the lower right block of $Y_j^{-1}=Y_j^\dagger$ is $W_j^\dagger$. The same block follows from solving $Y_j(p,q)^T=(0,r)^T$. The upper row gives $p=-S_j^{-1}B_jq$, and the lower row then gives $G_jq=r$. The block is $G_j^{-1}$, and therefore $G_j=(W_j^\dagger)^{-1}$.

*Result.* The second-order change of $NF$ is

$$Q=\sum_j\left[\mathrm{Tr}\,C_j^\dagger h^v_jC_j-\mathrm{Tr}\,C_j^\dagger C_jh^o_j\right]-\kappa\,\mathrm{Im}\sum_jT_j,$$

$$T_j=\mathrm{Tr}\,S_j^{-1}C_j^\dagger G_jC_{j+1}-\tfrac12\mathrm{Tr}\,(S_j^{-1}C_j^\dagger A_j)^2-\tfrac12\mathrm{Tr}\,(S_j^{-1}B_jC_{j+1})^2 .$$

A stationary state is a minimum if $Q>0$ for every nonzero set of $C_j$, and it is not one if $Q<0$ for some set. On a fine mesh, where $A_j$ and $B_j$ are small, the field enters mainly by coupling an excitation at $k_j$ to the same excitation at $k_{j+1}$, with strength $\kappa$. The gradient and $Q$ were tested against finite differences of $F$ for a three-band chain with two filled bands.

## Second half: loss of the minimum

**Symbols and results carried over.** There are $N$ points with spacing $\Delta k=2\pi/(Na)$, $L=Na$, and $\kappa=e\mathcal EL/2\pi$. Filled and empty states at $k_j$ are the columns of $U_j$ and $V_j$. The neighbour overlaps are $S_j=U_j^\dagger U_{j+1}$, $A_j=V_j^\dagger U_{j+1}$, $B_j=U_j^\dagger V_{j+1}$ and $W_j=V_j^\dagger V_{j+1}$, and $G_j=(W_j^\dagger)^{-1}$. The enthalpy per cell is $F$, with $NF=\sum_j\mathrm{Tr}\,U_j^\dagger H_jU_j-\kappa\,\mathrm{Im}\ln\prod_j\det S_j$. Its gradient is $g_j$, and its second-order change under mixing amplitudes $C_j$ is the form $Q$ of part (d). An eigenvalue of $Q$ is the value of $Q$ per unit $\sum_j\mathrm{Tr}\,C_j^\dagger C_j$ in an eigendirection. Let $\mathcal E_c$ be the field at which the minimum that grows out of the field-free ground state ceases to be one, and $\kappa_c$ the corresponding $\kappa$.

### (e) Each cell holds two levels at the same position, with energies $\mp\Delta/2$, and there is no hopping and no dipole between them. Find $\mathcal E_c$.

**Solution.** The filled state is $u_j=(1,0)$ at every $k_j$. Then $S_j=W_j=G_j=1$ and $A_j=B_j=0$, and $g_j=0$ at every field. The amplitudes are single numbers $c_j$, with

$$Q=\Delta\sum_j|c_j|^2-\kappa\,\mathrm{Im}\sum_jc_j^*c_{j+1}.$$

Write $c_j=N^{-1/2}\sum_m\tilde c_m\,e^{2\pi ijm/N}$. The sum over $j$ removes the products with different $m$ and leaves $\sum_jc_j^*c_{j+1}=\sum_m|\tilde c_m|^2e^{2\pi im/N}$. The eigenvalues of $Q$ are

$$\lambda_m=\Delta-\kappa\sin\frac{2\pi m}{N}=\Delta-e\mathcal E\,\frac{L}{2\pi}\sin\frac{2\pi\,ma}{L}.$$

An amplitude proportional to $e^{ik_jma}$ places the promoted electron $m$ cells downhill. For $m\ll N$ its cost is $\Delta-e\mathcal Ema$, the gap less the work done by the field. On the ring the distance $ma$ is replaced by a sine, whose largest value is $L/2\pi$, reached at a quarter of the ring.

If $N$ is divisible by 4, the lowest eigenvalue is $\Delta-\kappa$. It vanishes at $\kappa_c=\Delta$, so

$$\mathcal E_c=\frac{2\pi\Delta}{eNa}.$$

For other $N$ the largest sine is below one and $\kappa_c$ is larger. With $\Delta=2$ eV the numerical continuation gives $\kappa_c=2.31$ eV for $N=6$ and $2.00$ eV for $N=8$ and $12$.

### (f) In the same chain, with $N$ divisible by 4, where does a state go once the minimum is lost?

This part has constructed the enthalpy $F$ with its first and second variations, and has found the critical field of a chain with two uncoupled levels per cell. It remains to see where a state of that chain goes once the minimum is lost, and then to treat general bands, the limit of large $N$ and numerical examples.
